# Why parallel heat leaks weaken thermal diodes, and by how much

## A diode with a wire across it

Suppose a thermal diode passes 4 units of heat per second when its left end is hot, and 1 unit when its right end is hot, with the same two temperatures in both cases. Its ratio is 4. Now connect the ends by a plain metal wire that carries 1 unit under the same temperature difference. The totals become 5 and 2, and the ratio drops to 2.5. With a thicker wire carrying 10 units, the totals are 14 and 11, and the ratio is about 1.3.

Nothing has happened to the diode. It still passes 3 units more one way than the other. The ratio has fallen because the same amount was added to a large number and to a small one, and the small one grew by the larger factor. The wire that carried 1 unit doubled the reverse flow but raised the forward flow by a quarter.

The leak must therefore be judged against the small flow, the one the diode is meant to block. A leak far below it is harmless, and a leak far above the forward flow hides the diode almost completely.

## The general law and its two scales

Let the terminals be held at \(T_h\) and \(T_c\), with \(\Delta T=T_h-T_c\). Exchanging these temperatures reverses the direction of heat flow. Conductance here means heat flow divided by \(\Delta T\), both counted positive, so it describes this pair of temperatures and does not assume a linear device. The device alone has conductance \(K_f\) forward and \(K_r\) reverse, with \(K_f>K_r>0\), and its ratio is \(R=K_f/K_r\).

The leak has conductance \(K\). Three things are assumed of it: it joins the same two terminals, it carries equal heat in both directions, and it does not alter the temperatures inside the device. Parallel paths then see the same \(\Delta T\), and their heats add:

\[
Q_f=(K_f+K)\,\Delta T,\qquad Q_r=(K_r+K)\,\Delta T .
\]

Dividing the first by the second cancels \(\Delta T\):

\[
R'=\frac{K_f+K}{K_r+K}.
\]

The quotient rule gives the effect of a growing leak:

\[
\frac{dR'}{dK}=\frac{(K_r+K)-(K_f+K)}{(K_r+K)^2}
=-\frac{K_f-K_r}{(K_r+K)^2}<0 .
\]

The ratio falls steadily. To see how fast, subtract one, since a ratio of one means no rectification:

\[
R'-1=\frac{(K_f+K)-(K_r+K)}{K_r+K}=\frac{K_f-K_r}{K_r+K}.
\]

The leak has cancelled from the numerator and survives in the denominator. Dividing top and bottom by \(K_r\) gives

\[
R'-1=\frac{R-1}{1+K/K_r}.
\]

This form contains two scales. The excess over one begins to suffer when \(K\) is comparable with \(K_r\), and half of it is gone at \(K=K_r\). The ratio comes close to one when \(K_r+K\gg K_f-K_r\). For a good diode these conditions lie far apart, so there is a wide range of leaks that damage the device without making it useless.

To keep at least a fraction \(f\) of the excess, require \(1/(1+K/K_r)\ge f\), which rearranges to

\[
K\le K_r\left(\frac1f-1\right).
\]

Keeping 90 % allows a leak of one ninth of \(K_r\). The better the device blocks, the smaller the leak it can tolerate.

There is also a ceiling. Because \(K_r+K>K\),

\[
R'<\frac{K_f+K}{K}=1+\frac{K_f}{K}.
\]

No improvement in blocking can lift the ratio past this value while \(K_f\) and \(K\) stay fixed.

## Why an ordinary support leaks equally both ways

Equal leakage in both directions does not require a constant conductivity. Take a uniform post of length \(L\) and cross-section \(S\), with conductivity \(k(T)\). In steady state, with no loss through its sides, the same heat \(Q\) crosses every section:

\[
Q=-S\,k(T)\frac{dT}{dx}.
\]

Integrating along the post from the hot end to the cold end,

\[
QL=-S\int_{T_h}^{T_c}k(T)\,dT=S\int_{T_c}^{T_h}k(T)\,dT .
\]

The integral depends on the two temperatures and not on which end is hot. Exchanging them reverses the flow and leaves its size unchanged.

The argument assumes a uniform material, and without one the symmetry can fail. Consider a post made of two equal halves whose conductivities are \(k_0[1+\beta(T-T_0)]\) and \(k_0[1-\beta(T-T_0)]\), where \(T_0\) is the mean of the end temperatures. Let \(\beta=0.1\,\%\) per kelvin and \(\Delta T=40\) K. If the joint sits at \(T_0\), one half has a mean temperature 10 K above \(T_0\) and the other 10 K below. With the first half hot, both mean conductivities equal \(1.01\,k_0\). Equal conductivities give equal temperature drops, so the joint does sit at \(T_0\). With the first half cold, both are \(0.99\,k_0\). The post is itself a weak diode, with ratio \(1.01/0.99=1.02\).

If such posts dominate the heat flow, the measured ratio tends to their own ratio, 1.02 or its inverse according to how they are mounted, and not to one.

## A radiative diode on posts

Radiative diodes are exposed to this problem because radiation near room temperature carries little heat. Consider two square plates 20 mm wide, facing each other across a gap of 100 µm, with terminals at 360 K and 320 K. One plate has a coating that switches at 340 K: its emissivity is 0.80 below that temperature and 0.20 above it. The other plate has emissivity 0.95. The surfaces are taken as grey and diffuse, so each absorbs the same fraction of incident radiation as it would emit relative to a black body.

Forward is the direction in which the coated plate is cold, because it then absorbs well. In reverse the coated plate is hot and emits poorly.

Let the emissivities be \(e_1\) and \(e_2\). Of the black-body radiation of plate 1, a fraction \(e_1\) is emitted and \(e_1e_2\) is absorbed on first arrival. What is left after one reflection at each plate is smaller by the factor \((1-e_1)(1-e_2)\). Summing over all round trips gives the exchange factor

\[
F=e_1e_2\sum_{n=0}^{\infty}\big[(1-e_1)(1-e_2)\big]^n
=\frac{e_1e_2}{e_1+e_2-e_1e_2}
=\frac{1}{1/e_1+1/e_2-1}.
\]

It is symmetric in the two plates, so the net heat is \(\sigma AF(T_h^4-T_c^4)\), where \(A\) is the plate area and \(\sigma\) the Stefan–Boltzmann constant. Since \(T_h^4-T_c^4=(T_h^2+T_c^2)(T_h+T_c)\Delta T\), the conductance is

\[
K_{\rm dev}=\sigma AF\,(T_h^2+T_c^2)(T_h+T_c).
\]

For \(A=4\times10^{-4}\) m² and the stated temperatures, everything except \(F\) amounts to 3.578 mW/K. The exchange factors are 0.7677 forward and 0.1979 reverse, so

\[
K_f=2.747\ \text{mW/K},\qquad K_r=0.708\ \text{mW/K},\qquad R=3.88 .
\]

Nine glass-like posts, 100 µm in diameter and with conductivity 1.4 W/(m K), hold the plates apart. One post conducts

\[
K_1=\frac{kS}{L}=\frac{1.4\times7.854\times10^{-9}}{10^{-4}}\ \text{W/K}=0.110\ \text{mW/K},
\]

and nine conduct \(K=0.990\) mW/K. They cover less than a thousandth of the plate area, yet they carry more heat than the whole device does in reverse. The ratio becomes

\[
R'=\frac{2.747+0.990}{0.708+0.990}=\frac{3.737}{1.698}=2.20 .
\]

The excess has fallen from 2.88 to 1.20. The fraction kept is \(1/(1+1.397)=0.417\), where 1.397 is \(K/K_r\).

| Leak | \(K\) (mW/K) | Ratio |
|---|---:|---:|
| none | 0 | 3.88 |
| one post | 0.110 | 3.49 |
| nine posts | 0.990 | 2.20 |
| leak for ratio 1.1 | 19.7 | 1.10 |

The fourth row follows from solving the excess law for the leak: \(K=(K_f-K_r)/0.1-K_r=20.39-0.71=19.7\) mW/K. That is about twenty times the leak of the nine posts. The posts have seriously weakened this diode, but they have not brought it near a ratio of one.

Keeping 90 % of the excess would allow a leak of 0.079 mW/K, which is less than a single post of this size conducts.

## Gas in the gap

Gas is a second parallel path, and its pressure decides which limit applies. At low pressure a molecule crosses the gap without meeting another. Let the molecules leave each plate at that plate's temperature, which is the case of strongest heat transfer.

Fast molecules leave a wall more often than slow ones. The mean energy of motion normal to the wall is therefore weighted by the normal speed \(v\):

\[
\frac{\int_0^\infty \tfrac12mv^2\,v\,e^{-mv^2/2k_BT}dv}{\int_0^\infty v\,e^{-mv^2/2k_BT}dv}=k_BT .
\]

The two sideways motions add \(k_BT/2\) each, and the rotation of a diatomic molecule adds \(k_BT\), for a total of \(3k_BT\). The number of molecules striking unit area per second is \(p/\sqrt{2\pi mk_BT}\) at pressure \(p\). To leading order in \(\Delta T/T\), with \(T\) the mean temperature,

\[
K_{\rm gas}=\frac{3k_B\,p\,A}{\sqrt{2\pi mk_BT}} .
\]

For nitrogen at \(10^{-4}\) Torr this is 0.0060 mW/K, or 0.8 % of \(K_r\). It grows in proportion to pressure and reaches \(K_r\) at 0.012 Torr. Here \(p\) is the pressure in the gap. If it is read in a chamber at 300 K, the gap receives the molecular flux of the chamber, \(T\) in the formula becomes 300 K, and the values are 0.0063 mW/K and 0.011 Torr. For a molecular diameter of 0.37 nm the mean free path there is about 5 mm, far longer than the gap, so the formula still applies.

At one atmosphere the free path is far shorter than the gap and the gas conducts like an ordinary medium. With a conductivity of roughly 0.028 W/(m K), its conductance is \(0.028\times4\times10^{-4}/10^{-4}=0.112\) W/K, or 112 mW/K. With the posts included,

\[
R'=\frac{2.747+0.990+112}{0.708+0.990+112}=1.018 .
\]

This is the limit in which the leak does ruin the diode. The device still passes 2.04 mW/K more forward than in reverse, but that difference now sits on a background of more than 110 mW/K.

## What to improve

**Remove the gas.** In this example a pressure of \(10^{-4}\) Torr is low enough for the posts to be the larger leak by far.

**Then compare \(K\) with \(K_r\).** If \(K\) is the larger, a small improvement in blocking brings less than half the relative gain it would bring without the leak. Large improvements meet the ceiling, which with the nine posts in place is

\[
1+\frac{K_f}{K}=1+\frac{2.747}{0.990}=3.78 .
\]

A coating that blocked perfectly in reverse would thus give a lower ratio on these posts than the present imperfect coating gives without them.

The gain from small changes follows from a derivative. With \(K_f\) and \(K\) fixed, differentiating \(\ln R'=\ln(K_f+K)-\ln(K_r+K)\) gives

\[
\frac{d\ln R'}{d\ln K_r}=-\frac{K_r}{K_r+K}=-0.417 .
\]

A reduction of \(K_r\) by 1 % raises the ratio by about 0.4 %. Without the leak it would raise it by about 1 %.

Reducing the leak can be judged in the same way. With the device unchanged,

\[
\frac{d\ln R'}{d\ln K}=\frac{K}{K_f+K}-\frac{K}{K_r+K}=0.265-0.583=-0.318 ,
\]

so a reduction of \(K\) by 1 % raises the ratio by about 0.3 %. In this example the two gains are comparable, and the choice depends on which conductance is easier to lower.

**Reduce the leak per unit of plate area.** For fixed material, the post leak is proportional to the number of posts and to the square of their diameter, and inversely proportional to their height. In the far field the radiative conductance does not depend on the gap, so taller posts help as long as losses at the open edges stay small. Fewer or thinner posts help as long as they can carry the load, which is a mechanical question outside this model.

A larger plate on the same posts also helps. If the area is ten times larger, with the gap, temperatures and nine posts unchanged, both device conductances grow tenfold:

\[
R'=\frac{27.47+0.99}{7.08+0.99}=3.53 .
\]

The bare ratio is still 3.88. Two diodes with equal bare ratios can therefore perform very differently on the same supports, and the one with the larger conductances suffers less.

**Report the difference as well as the ratio.** Under the stated assumptions \(K_f-K_r\) is independent of the leak. If \(K\) is known separately, subtraction recovers the device: \(1.698-0.990=0.708\) mW/K in reverse. The price is a larger relative error. An error of 5 % in \(K\) becomes \(5\,\%\times K/K_r=7\,\%\) in \(K_r\).

## Where the simple law needs care

**Heat lost at the edges** goes to the surroundings and not to the other terminal, so it is not part of \(K\). Its size follows from how far diffuse radiation travels sideways. For a gap \(L\), the fraction landing per unit area at sideways distances \(u,v\) is \(L^2/[\pi(u^2+v^2+L^2)^2]\). Integrating over \(v\) leaves \(L^2/[2(u^2+L^2)^{3/2}]\), and the mean of \(|u|\) is

\[
\int_0^\infty\frac{L^2u\,du}{(u^2+L^2)^{3/2}}=L .
\]

A sideways shift \(|u|\) carries radiation from a strip of that width past the edge, which is a fraction \(|u|/W\) of a plate of width \(W\). The two directions together give about \(2L/W=1\,\%\) for a thin gap.

If both plates were black and the room at 300 K, this share would carry about 2 mW from the hot plate and 0.5 mW from the cold one, which is also warmer than the room. With the actual emissivities and the reflections between the plates, the loss to the room is about 2.6 mW forward and 1.3 mW in reverse. The latter is about 4.5 % of the 28.3 mW the device carries in reverse. It is the largest of the neglected heat flows estimated here. Because of it, the heat leaving the hot terminal can differ from the heat reaching the cold one, and a measured ratio should say which was used. Here the bare ratio would read about 3.90 at the hot terminal and 3.99 at the cold one.

**The posts could disturb the coating** by heating or cooling it where they stand. Let heat \(Q\) enter a thick plate of conductivity \(k_p\) through a disc of radius \(a\), with flux \(Q/(2\pi a\sqrt{a^2-r^2})\) at distance \(r\) from the centre. A point source \(q\) on the surface raises the temperature at distance \(s\) by \(q/(2\pi k_ps)\). Sum the sources along chords through any chosen point of the disc. On a chord with ends \(s_-\) and \(s_+\), \(a^2-r^2=(s_+-s)(s-s_-)\), and the integral of \(ds/\sqrt{(s_+-s)(s-s_-)}\) is \(\pi\) for every chord. The chords span an angle \(\pi\), so the temperature rise is

\[
\frac{1}{2\pi k_p}\,\frac{Q}{2\pi a}\,\pi^2=\frac{Q}{4k_pa},
\]

the same at every point of the disc. This profile belongs to a contact at uniform temperature and would give 0.18 K for silicon-like plates with \(k_p=120\) W/(m K). A post that conducts far worse than the plate delivers a nearly uniform flux instead, and the same sum then gives \(Q/(\pi k_pa)\) at the centre and less towards the rim. The plate under a post shifts by 0.23 K at the centre and 0.20 K on average, and the spreading at both ends adds about 1 % to the resistance of a post. The thermal resistance of the coating itself is not included. The terminals lie 20 K from the switching temperature. The assumption that the leak leaves the device undisturbed is sound here. It would need another look if the terminals were within a fraction of a kelvin of switching.

**The far-field description** is reasonable at this gap: 0.3 % of black-body radiation at 340 K has a wavelength longer than 100 µm. Once the gap is no longer large compared with the main thermal wavelengths, which are roughly 10 µm here, the device conductances would have to be calculated anew, though the law for adding a leak would stand.

**Fixed temperatures are part of the result.** If the heat flow were imposed instead, the temperatures would follow from it, and the coating might not switch. If it did switch, the temperature difference would depend on direction, and the two conductances would belong to different temperature pairs.

The parameters lie in the rough regime of vanadium dioxide coatings, which switch near 340 K. Real coatings switch over a range of temperatures and with hysteresis, and their emissivity depends on wavelength, film thickness and substrate. In some layered structures the emissivity rises on heating, which exchanges forward and reverse. The contrast of 0.80 to 0.20 is a favourable choice. If the low emissivity is 0.15 or 0.25 instead of 0.20, with all else fixed, the bare ratio becomes 5.2 or 3.1, while the ratio with posts becomes 2.45 or 2.00. A smooth, thick metallic film may well lie near 0.30, which gives 2.6 bare and 1.83 with posts. The error from assuming grey surfaces is not estimated here. Imperfect contact between posts and plates would lower the leak, so the value of \(K\) used above assumes good contact.
